# Gate-Resistance Thermometry Reads Two-Thirds of the Peak Temperature Rise

## The result

A gate line is heated uniformly along its length and loses heat only through its two ends, which are held at a fixed temperature. In the steady state, its end-to-end resistance reports

\[
\theta_{\rm R}=\frac23\,\theta_{\rm peak}.
\]

Here \(\theta\) is the temperature rise above the ends. The peak is therefore \(3/2\) times the reading. The factor holds for constant thermal conductivity, a uniform cross-section and a resistivity linear in temperature. Later sections change the heating, the cooling and the conductivity in turn, and check each result in a limit.

## 1. The simple case

Let the line run from \(x=0\) to \(x=L\). In a transistor this is the direction of the channel width. The line has width \(w\), thickness \(t\), section \(A=wt\) and thermal conductivity \(k\). Heat \(p\) enters per unit length, and both ends stay at \(T_0\).

The heat current towards positive \(x\) is \(-kA\theta'\). In the steady state, the heat leaving a slice exceeds the heat entering along the line by the amount supplied within it:

\[
\frac{d}{dx}(-kA\theta')=p
\quad\Rightarrow\quad
\theta''=-\frac{p}{kA}.
\]

Two integrations give \(\theta=-px^2/(2kA)+C_1x+C_2\). The condition \(\theta(0)=0\) makes \(C_2=0\), and \(\theta(L)=0\) makes \(C_1=pL/(2kA)\). Hence

\[
\theta(x)=\frac{p}{2kA}x(L-x).
\]

The slope vanishes at \(x=L/2\), where the peak is

\[
P=\frac{p}{2kA}\frac{L^2}{4}=\frac{pL^2}{8kA}.
\]

As a check, the heat leaving at the left is \(kA\theta'(0)=pL/2\), half of the total, as symmetry requires.

**What the resistance reports.** Let the resistivity be \(\rho=\rho_0(1+\alpha\theta)\), with voltage taps exactly at the ends. The same current crosses all slices, so their resistances add:

\[
R=\int_0^L\frac{\rho_0(1+\alpha\theta)}{A}\,dx
=R_0(1+\alpha\bar\theta),
\]

where \(R_0=\rho_0L/A\) and \(\bar\theta=L^{-1}\int_0^L\theta\,dx\). The reported rise is

\[
\theta_{\rm R}=\frac{R/R_0-1}{\alpha}=\bar\theta.
\]

For the parabola,

\[
\bar\theta=\frac{p}{2kAL}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)
=\frac{pL^2}{12kA}=\frac23P.
\]

The thermometer averages the cool ends with the hot middle. The local rise equals the reading where \(4s(1-s)=2/3\), with \(s=x/L\). This gives \(s=\tfrac12(1\pm1/\sqrt3)\), about a fifth of the length from either end.

## 2. Numbers for a short tungsten gate

The example has the rough dimensions of a tungsten gate on a thin-film silicon-on-insulator transistor: \(L=500\) nm and \(w=t=100\) nm. The rough film values are \(\rho_0=15\ \mu\Omega\,\)cm and \(\alpha=0.0015\) K\(^{-1}\). The ends are at 300 K, and \(p=0.5\) mW/µm.

I take the conductivity from the Wiedemann–Franz law, \(k=\mathcal L T/\rho\), with \(\mathcal L=2.443\times10^{-8}\) W Ω K\(^{-2}\). This assumes that electrons carry the heat and leaves out the lattice contribution. In tungsten that part is not small: bulk handbook values leave roughly 40 W m\(^{-1}\)K\(^{-1}\) above the Wiedemann–Franz value. Adding 20 to 40 W m\(^{-1}\)K\(^{-1}\) would lower the peak found below from 32 K to between 23 and 18 K, while the factor \(2/3\) does not depend on \(k\). The electronic part alone is

\[
k=\frac{(2.443\times10^{-8})(300)}{15\times10^{-8}}
=48.9\ {\rm W\,m^{-1}K^{-1}}.
\]

The peak and reading are

\[
P=\frac{(500)(5\times10^{-7})^2}{8(48.9)(10^{-14})}=32.0\ {\rm K},
\qquad
\theta_{\rm R}=\frac23P=21.3\ {\rm K}.
\]

A finite-volume solution of the heat balance on 401 cells, followed by a sum of the cell resistances, gives a ratio of 0.66667.

The cold resistance is 7.5 Ω, and it rises by \(7.5\times0.0015\times21.3=0.24\) Ω. A sensing current of 100 µA turns this into a 24 µV signal. The current itself deposits \(I^2R_0\), which is 0.03% of the incoming 0.25 mW, so sensing heat is negligible here.

## 3. Heat over only part of the line

A gate can extend beyond the heated channel. Let heat enter uniformly over a central length \(a\), with total power \(Q=pa\), while the outer parts receive none.

By symmetry, \(Q/2\) flows through each outer part, of length \((L-a)/2\). The rise at the edge of the heated part is therefore \(Q(L-a)/(4kA)\). Within the heated part, the parabola of Section 1 adds \(pa^2/(8kA)=Qa/(8kA)\). The peak is

\[
\theta_{\rm peak}=\frac{Q}{8kA}\,[2(L-a)+a]
=\frac{Q(2L-a)}{8kA}.
\]

For the mean, use \(h(x)=x(L-x)/2\), which obeys \(h''=-1\) and vanishes at both ends. Integrating by parts twice gives

\[
\int_0^L\theta\,dx=-\int_0^L\theta h''\,dx
=-\int_0^L\theta''h\,dx
=\frac1{kA}\int_0^L p(x)h(x)\,dx.
\]

The boundary terms vanish because both \(\theta\) and \(h\) are zero at the ends. With \(y=x-L/2\), we have \(h=(L^2/4-y^2)/2\). The average of \(y^2\) over the heated part is \(a^2/12\), so

\[
\bar\theta=\frac{Q}{2kAL}\left(\frac{L^2}{4}-\frac{a^2}{12}\right)
=\frac{Q(3L^2-a^2)}{24kAL}.
\]

With \(r=a/L\), the ratio is

\[
\frac{\theta_{\rm R}}{\theta_{\rm peak}}
=\frac{3-r^2}{3(2-r)}.
\]

**Limits.** At \(r=1\) the ratio is \(2/3\). As \(r\to0\), the profile becomes a triangle and the ratio falls to \(1/2\). The finite-volume line with all its heat in the central cell also gives 0.50. At \(r=0.8\) the ratio is 0.656, so a modest unheated overhang changes it little.

## 4. Heat that returns through the channel

The gate lies over the channel, separated by a thin dielectric, so heat can also leave sideways. Let the channel generate \(q\) per unit length. It has rise \(\theta_c\), loses \(g_c\theta_c\) to its surroundings and passes \(G(\theta_c-\theta)\) to the gate. Heat conduction along the channel film is left out. In the example, the conductivity times section of the film under the gate is about 3% of the gate's. Including it, with insulated film ends, would lower the peak found below by about 0.5 K and raise the ratio by about 0.001.

The channel balance is

\[
q=g_c\theta_c+G(\theta_c-\theta)
\quad\Rightarrow\quad
\theta_c=\frac{q+G\theta}{G+g_c}.
\]

The heat entering the gate is then

\[
G(\theta_c-\theta)
=\frac{Gq+G^2\theta-G(G+g_c)\theta}{G+g_c}
=p-g\theta,
\]

\[
p=\frac{Gq}{G+g_c},\qquad g=\frac{Gg_c}{G+g_c}.
\]

In this setting \(p\) is the heat that would enter a gate held at zero rise. A warmer gate receives less. Its equation becomes

\[
kA\theta''=-p+g\theta.
\]

A constant solution is \(p/g\). The part symmetric about \(y=0\) that can be added is \(C\cosh(my)\), with \(m^2=g/(kA)\). Define \(u=mL/2\), so \(u^2=gL^2/(4kA)\). Zero rise at \(y=\pm L/2\) fixes \(C=-(p/g)/\cosh u\):

\[
\theta=\frac pg\left[1-\frac{\cosh(my)}{\cosh u}\right].
\]

The average of \(\cosh(my)\) over the line is \(\sinh u/u\). Since \(p/g=2P/u^2\),

\[
\theta_{\rm peak}=\frac{2P}{u^2}(1-{\rm sech}\,u),\qquad
\theta_{\rm R}=\frac{2P}{u^2}\left(1-\frac{\tanh u}{u}\right).
\]

**Weak leakage.** The expansions \({\rm sech}\,u=1-u^2/2+5u^4/24-\dots\) and \(\tanh u/u=1-u^2/3+2u^4/15-\dots\) give

\[
\theta_{\rm peak}=P\left(1-\frac{5u^2}{12}+\dots\right),\qquad
\theta_{\rm R}=\frac{2P}{3}\left(1-\frac{2u^2}{5}+\dots\right).
\]

Both fall by nearly the same fraction. Their ratio is

\[
\frac{\theta_{\rm R}}{\theta_{\rm peak}}
=\frac23\left(1+\frac{u^2}{60}+\dots\right),
\]

because \(5/12-2/5=1/60\). The ratio is thus much less sensitive to weak leakage than the temperature itself.

**Strong leakage.** As \(u\to\infty\), both \({\rm sech}\,u\) and \(\tanh u/u\) vanish, and the ratio tends to 1. Most of the line then sits at the flat level \(p/g\).

**Sizing the leakage.** I use 1.4 W m\(^{-1}\)K\(^{-1}\) for oxide and 15 W m\(^{-1}\)K\(^{-1}\) for the silicon film. All conductances below are per unit length, in W m\(^{-1}\)K\(^{-1}\).

- Through 2 nm of gate oxide, \(G=1.4\times100/2=70\).
- Through a 10 nm film to source and drain contacts 100 nm away on each side, the conductance is \(2\times15\times10/100=3.0\). The contacts are taken to be at 300 K.
- Through \(d=145\) nm of buried oxide, heat is assumed to spread at 45° on both sides. The resistance of a unit length is \(\int_0^d dz/[k_{\rm ox}(w+2z)]\), so the conductance is \(2k_{\rm ox}/\ln(1+2d/w)=2.06\).

The last two add to \(g_c=5.06\), giving \(g=4.72\) and \(u=0.78\). At fixed \(p=0.5\) mW/µm, which corresponds to \(q=0.54\) mW/µm, the peak falls by 20%, from 32.0 to 25.5 K. The ratio becomes 0.673, only 1% above \(2/3\). Solving the gate and channel balances together, without eliminating \(\theta_c\), confirms the closed forms for these inputs. This estimate leaves out direct loss from the gate's sidewalls and top into the surrounding dielectric. A cross-section solution with oxide around the gate gives \(g\approx8\), or about 10 with contact plugs at 300 K beside it. At the same channel heat the peak is then 21 to 22 K and the ratio is 0.68.

The channel is hotter than the gate. At the centre their difference is \((p-g\theta)/G=(500-4.72\times25.5)/70=5.4\) K. This is the drop across the oxide alone. The metal face touching the oxide is itself hotter than the section mean (Section 7). Resolving the gate thickness gives 5.3 K from the channel to the bottom face and 7.8 K from the channel to the section mean. The channel is then at 32.7 K and the reading is 16.8 K, about half of it. Gate thermometry does not include these drops. These figures also assume that the channel heat is generated uniformly under the gate, whereas a working transistor concentrates it near the drain. A cross-section solution, without oxide around the gate, releases the same heat in the last 20 nm under the drain edge. It gives a hottest channel rise of about 48 K for a reading of 16 K. With the heat in the first 30 nm beyond the gate, the values are about 70 K and 12.5 K. The ratio within the gate stays 0.673 in both cases.

## 5. Ends that are not perfectly cold

Return to the line without leakage, but let each end reach 300 K through a thermal resistance \(R_e\). Each end carries \(pL/2\), so it warms by

\[
\theta_e=\frac{pLR_e}{2}.
\]

The heat equation and the heat currents are unchanged, so the whole parabola is lifted by \(\theta_e\):

\[
\frac{\theta_{\rm R}}{\theta_{\rm peak}}
=\frac{\theta_e+2P/3}{\theta_e+P}.
\]

For \(\theta_e=0\) this returns \(2/3\), and for \(\theta_e\gg P\) it tends to 1. The factor \(2/3\) still holds if both rises are measured from the actual end temperature.

For a rough size, let each end enter the edge of a half-disc copper land of radius 5 µm, thickness 500 nm and conductivity 300 W m\(^{-1}\)K\(^{-1}\), lying on 300 nm of oxide. Three resistances act in series.

1. **Entry into the copper.** Reflecting the line in the insulated underside gives a contact of area \(2A\), replaced by a disc of radius \(b=\sqrt{2A/\pi}\). The standard resistance from an isothermal disc into a half-space is \(1/(4k_{\rm Cu}b)\). Each line supplies half the heat, so it sees \(1/(2k_{\rm Cu}b)=2.09\times10^4\) K/W.
2. **Radial spreading in the land.** Heat spreads through an angle \(\pi\) from a radius of 500 nm to 5 µm. This gives \(\ln10/(\pi k_{\rm Cu}\times500\ {\rm nm})=0.49\times10^4\) K/W.
3. **Oxide below the land.** Thickness divided by conductivity and half-disc area gives \(0.55\times10^4\) K/W.

The sum is \(R_e=3.1\times10^4\) K/W. Adding in series overcounts somewhat, because heat enters the oxide over the whole land and the first two regions overlap. A three-dimensional solution of the land gives 2.8 to \(2.9\times10^4\) K/W, which leaves the ratio below at 0.70. With 0.125 mW at each end, \(\theta_e=3.9\) K, and the ratio is

\[
\frac{3.9+21.3}{3.9+32.0}=0.70,
\]

which is 5% above \(2/3\). This leaves out any interface resistance where the line meets the copper (Section 8). In this example, warm ends disturb the ratio more than side leakage does, although leakage changes the peak more.

## 6. Conductivity that changes with temperature

The Wiedemann–Franz law gives

\[
\frac{k(\theta)}{k_0}=\frac{1+\theta/T_0}{1+\alpha\theta}
\simeq1+b\theta,\qquad b=\frac1{T_0}-\alpha .
\]

Define \(\phi=\theta+b\theta^2/2\). Then \(k\theta'=k_0\phi'\), so \(k_0A\phi''=-p\), and \(\phi\) is the original parabola \(4Ps(1-s)\). To first order in \(b\), \(\theta=\phi-b\phi^2/2\).

At the centre, \(\theta_{\rm peak}=P(1-bP/2)\). For the mean,

\[
\overline{\phi^2}=16P^2\int_0^1s^2(1-s)^2ds
=16P^2\left(\frac13-\frac12+\frac15\right)=\frac{8P^2}{15},
\]

\[
\bar\theta=\frac{2P}{3}-\frac{4bP^2}{15}
=\frac{2P}{3}\left(1-\frac{2bP}{5}\right).
\]

Dividing and keeping first order,

\[
\frac{\theta_{\rm R}}{\theta_{\rm peak}}
=\frac23\left(1+\frac{bP}{10}\right).
\]

If \(\alpha=1/T_0\), resistivity is proportional to absolute temperature, \(k\) is constant and the correction vanishes. Here \(b=0.00183\) K\(^{-1}\) and \(bP=0.059\), so the formula gives 0.671. Solving with the full conductivity law gives 0.670 and lowers the peak to 31.1 K. These values are for the electronic part alone. Adding a lattice part of 20 or 40 W m\(^{-1}\)K\(^{-1}\), taken to fall as \(1/T\), changes \(b\) to 0.0003 or \(-0.0005\) K\(^{-1}\) and the ratio to 0.667 or 0.666. For real tungsten, even the sign of this small correction is therefore uncertain.

## 7. A hot face within the metal

The one-dimensional \(\theta\) is a mean over the section. Suppose the heat enters through the bottom face, \(z=0\), and the top, \(z=t\), is insulated. For constant \(k\), the full rise \(\Theta(x,z)\) obeys \(\Theta_{xx}+\Theta_{zz}=0\), with \(-k\Theta_z=p/w\) at the bottom and \(\Theta_z=0\) at the top. Averaging over \(z\) gives

\[
\theta''=-\frac{\Theta_z(t)-\Theta_z(0)}{t}=-\frac{p}{kwt}.
\]

The section mean therefore still follows the original equation. Away from the ends, write \(\Theta=\theta(x)+f(z)\). Then \(f''=p/(kA)\), with \(f'(t)=0\) and zero average:

\[
f=\frac{p}{2kA}\left[(t-z)^2-\frac{t^2}{3}\right],\qquad
f(0)=\frac{pt}{3kw}.
\]

For the example, \(f(0)=3.4\) K. Relative to the mean peak it is \(8t^2/(3L^2)=0.107\), which vanishes for a long, thin line.

The resistance still reads the volume average to first order in \(\alpha\). At fixed current \(I\), \(I^2R=\int\rho J^2dV\). The cold field is uniform, and any first-order rearrangement of the current density carries no net current through a section. Its contribution to the integral therefore vanishes, leaving the average of \(\rho\). A two-dimensional solution for heat and then current gives a reading of 21.3 K, as before. That reading is 0.602 of the hottest bottom-face rise, so the \(3/2\) rule underestimates that rise by about 10%.

## 8. Beside a real transistor

A line calculation combining side leakage, warm ends and changing conductivity gives a section-mean peak of 27.4 K and a reading of 19.5 K. Their ratio is 0.71. Multiplying the reading by \(3/2\) would overestimate this peak by 7%. The uneven temperature across the metal is not in this combined figure. Adding it as a series resistance \(t/(3kw)\) gives a bottom-face peak of about 29 K and a reading of 19.1 K, so \(3/2\) of the reading falls about 2% below the hottest point in the gate.

The dimensions and heating are plausible for a research device, but the surroundings are rough estimates. Source and drain contacts held at 300 K are colder than contacts in a working transistor, which exaggerates that leakage path. Thermal resistance at material interfaces is left out, and it can exceed that of the 2 nm oxide, which is only \(1.4\times10^{-9}\) m\(^2\)K/W. Take the leakage model of Section 4 at the same channel heat, with an added \(10^{-8}\) m\(^2\)K/W. The channel then rises 52 K, about 31 K above the gate's bottom face, while \(3/2\) of the reading is 18 K. The ratio within the gate stays near 0.67 for an interface under the gate. An interface at the line ends is different, because it acts on only \(10^{-14}\) m\(^2\). There \(10^{-10}\) m\(^2\)K/W adds \(10^4\) K/W to \(R_e\) and raises the combined ratio to 0.72. A value of \(10^{-9}\) m\(^2\)K/W raises it to 0.79, an overestimate of 19%. The \(3/2\) rule concerns the gate peak and does not give the channel temperature.

The assumption of cooling only at the ends becomes worse as the line gets longer. The parameter \(u\) grows in proportion to \(L\). Making the line ten times longer, with \(g\), \(k\) and \(A\) held fixed, gives \(u=7.8\) and a leakage-only ratio of 0.87. The \(3/2\) rule would then overestimate the gate peak by about 31%. For such a line, the reading should be interpreted with the leakage formula, using an independently estimated \(g\). The numerical output lists the inputs and the main results for the 500 nm example.

## Table of computed values

```
Ambient temperature: 300 K
Line length: 500 nm
Line width: 100 nm
Line thickness: 100 nm
Resistivity: 15 uOhm cm
Resistance temperature coefficient: 0.0015 1/K
Heat entering per length: 0.5 mW/um
Total heat entering: 0.25 mW
Lorenz number: 2.443e-08 W Ohm/K^2
Thermal conductivity: 48.86 W/(m K)
Ideal peak rise: 31.98 K
Ideal reported rise: 21.32 K
Numerical reported/peak: 0.666671 (dimensionless)
Distance where local rise equals reading: 105.7 nm
Cold resistance: 7.5 Ohm
Resistance increase: 0.2398 Ohm
Sensing current: 100 uA
Voltage increase: 23.98 uV
Sensor heat / incoming heat: 0.03 %
Reported/peak for central heat: 0.5 (dimensionless)
Oxide conductivity: 1.4 W/(m K)
Gate oxide thickness: 2 nm
Buried oxide thickness: 145 nm
Silicon film conductivity: 15 W/(m K)
Silicon film thickness: 10 nm
Distance to each source/drain contact: 100 nm
Gate-channel conductance per length: 70 W/(m K)
Source/drain conductance per length: 3 W/(m K)
Buried-oxide conductance per length: 2.057 W/(m K)
Effective side conductance per length: 4.717 W/(m K)
Channel heat per length: 0.5361 mW/um
Leakage parameter u: 0.7767 (dimensionless)
Peak rise with leakage: 25.52 K
Peak change from leakage: -20.18 %
Reported/peak with leakage: 0.6732 (dimensionless)
Channel minus gate at centre, with leakage: 5.423 K
Copper conductivity: 300 W/(m K)
Copper land thickness: 500 nm
Copper land radius: 5 um
Oxide thickness under land: 300 nm
Thermal resistance of each end: 3.123e+04 K/W
End rise without leakage: 3.904 K
Reported/peak with warm ends: 0.7029 (dimensionless)
Initial relative conductivity slope: 0.001833 1/K
Peak rise with changing conductivity: 31.12 K
Reported/peak with changing conductivity: 0.6702 (dimensionless)
Bottom-face excess over section mean: 3.411 K
Reported/hottest bottom-face rise: 0.6024 (dimensionless)
Two-dimensional reported rise: 21.32 K
Combined line peak rise: 27.4 K
Combined line reported rise: 19.55 K
Combined line reported/peak: 0.7134 (dimensionless)
Combined error of 3/2 rule: 7.011 %
```
